# How deep and how large must a Drude-bath hierarchy be?

**Question.** A two-level system is coupled to a thermal bath with memory and is propagated by the hierarchical equations of motion. The bath has reorganisation energy $\lambda$, temperature $T$ and relaxation rate $\gamma$. How many operators must be stored, how deep must the hierarchy go for a chosen accuracy, and how do these numbers scale?

**Answer.**

## The model and its bath terms

Let $H=H_S+QX+H_B$ with $Q=\sigma_z/2$, where $X$ is a linear combination of oscillator coordinates, $X=\sum_j g_jx_j$. Define
$$J(\omega)=\frac{\pi}{2}\sum_j\frac{g_j^2}{m_j\omega_j}\delta(\omega-\omega_j)=\frac{2\lambda\gamma\omega}{\omega^2+\gamma^2}.$$
A static force $q$ lowers the oscillator energy by $q^2\sum_j g_j^2/(2m_j\omega_j^2)=q^2\,\frac1\pi\int_0^\infty J/\omega\,d\omega=q^2\lambda$. The two eigenvalues of $Q$ differ by one, so $\lambda$ is the reorganisation energy of a transition between them.

The system and the thermal bath are uncorrelated at $t=0$. The bath then enters through
$$C(t)=\frac{\hbar}{\pi}\int_0^\infty J(\omega)\left[\coth\frac{\hbar\omega}{2k_BT}\cos\omega t-i\sin\omega t\right]d\omega .$$
Let $\nu_k=2\pi k\,k_BT/\hbar$ and use
$$\coth\frac{\hbar\omega}{2k_BT}=\frac{2k_BT}{\hbar\omega}\left[1+2\sum_{k\ge1}\frac{\omega^2}{\omega^2+\nu_k^2}\right],$$
$$\frac{\omega^2}{(\omega^2+\gamma^2)(\omega^2+\nu_k^2)}=\frac{1}{\nu_k^2-\gamma^2}\left[\frac{\nu_k^2}{\omega^2+\nu_k^2}-\frac{\gamma^2}{\omega^2+\gamma^2}\right].$$
With $\int_0^\infty\cos\omega t/(\omega^2+a^2)\,d\omega=\pi e^{-at}/(2a)$, the real part is
$$2\lambda k_BT\left[e^{-\gamma t}+2\sum_{k\ge1}\frac{\gamma\nu_ke^{-\nu_kt}-\gamma^2e^{-\gamma t}}{\nu_k^2-\gamma^2}\right].$$
The terms in $e^{-\gamma t}$ sum by $y\cot y=1-2\sum_k y^2/(k^2\pi^2-y^2)$ with $y=\hbar\gamma/2k_BT$. The sine integral gives $-i\lambda\hbar\gamma e^{-\gamma t}$. Hence $C(t)=\sum_kc_ke^{-\gamma_kt}$, with $\gamma_0=\gamma$, $\gamma_{k\ge1}=\nu_k$ and
$$c_0=\lambda\hbar\gamma\left[\cot\frac{\hbar\gamma}{2k_BT}-i\right],\qquad c_{k\ge1}=\frac{4\lambda k_BT\gamma\nu_k}{\nu_k^2-\gamma^2}.$$
Write $c_k=R_k+iI_k$. I assume $\hbar\gamma<\pi k_BT$. Then $R_0>0$, and $\nu_1>2\gamma$ makes the other $R_k$ positive too.

## The hierarchy and its count

For a Gaussian bath the second cumulant is the whole influence functional. In the interaction picture it is the time-ordered exponential
$$\mathcal F=\exp\left[-\frac1{\hbar^2}\int_0^tdt'\,Q^\times(t')\sum_k\Lambda_k(t')\right],$$
$$\Lambda_k(t')=\int_0^{t'}dt''e^{-\gamma_k(t'-t'')}\left[c_kQ^L(t'')-c_k^*Q^R(t'')\right].$$
Here $Q^L$ and $Q^R$ multiply from the left and right, and $Q^\times=Q^L-Q^R$. Insert $\prod_k(-i\Lambda_k/\hbar)^{n_k}$ before $\mathcal F$ to define $\rho_{\mathbf n}$. Differentiating $\mathcal F$ brings down one more $\Lambda_k$. Differentiating $\Lambda_k$ gives $-\gamma_k\Lambda_k$ plus the integrand at its upper limit. Therefore
$$\dot\rho_{\mathbf n}=-\frac i\hbar[H_S,\rho_{\mathbf n}]-\sum_kn_k\gamma_k\rho_{\mathbf n}-\frac i\hbar\sum_k[Q,\rho_{\mathbf n+\mathbf e_k}]-\frac i\hbar\sum_kn_k\left(c_kQ\rho_{\mathbf n-\mathbf e_k}-c_k^*\rho_{\mathbf n-\mathbf e_k}Q\right).$$
The vector $\mathbf e_k$ raises $n_k$ by one, and $\rho_{\mathbf 0}$ is the physical density operator.

Keep $K$ exponentials and all operators with level $|\mathbf n|=\sum_kn_k\le L$. To count them, add a slack integer equal to $L-|\mathbf n|$. We now have $K+1$ non-negative integers with sum $L$. Each choice is a row of $L$ stars cut by $K$ bars, so the number is
$$N=\binom{L+K}{K}.$$
This includes $\rho_{\mathbf0}$; the auxiliary operators proper number $N-1$. Since $N=(L^K/K!)\prod_{j=1}^K(1+j/L)$, we have $N\approx L^K/K!$ once $L\gg K(K+1)/2$; at $K=8$, $L=80$ the product is still 1.54.

The omitted exponentials are treated as white noise when their rates are fast compared with the motion. They add $-\hbar^{-2}\sum_{k\ge K}(R_k/\nu_k)[Q,[Q,\rho_{\mathbf n}]]$ to every equation. On a coherence this is a decay common to all levels, which can only reduce the truncation error estimated below.

## Poisson-like weights

Levels can be compared once their units and factorials are removed. Set $\rho_{\mathbf n}=\prod_k\sqrt{n_k!R_k^{n_k}}\,\tilde\rho_{\mathbf n}$. The upward link gains $\sqrt{(n_k+1)R_k}$. The downward link becomes $n_k/\sqrt{n_kR_k}=\sqrt{n_k/R_k}$, multiplying
$$c_kQ\tilde\rho-c_k^*\tilde\rho Q=R_k[Q,\tilde\rho]+iI_k\{Q,\tilde\rho\}.$$

Take first $H_S=0$ and the coherence between $q=\frac12$ and $q=-\frac12$. The commutator gives 1 and the anticommutator gives 0, so $I_k$ drops out. With $x=\gamma t$, $r_k=\gamma_k/\gamma$ and
$$s_k=\frac{R_k}{(\hbar\gamma_k)^2},$$
the scaled coherences obey
$$\frac{da_{\mathbf n}}{dx}=-\sum_kn_kr_ka_{\mathbf n}-i\sum_kr_k\sqrt{s_k}\left(\sqrt{n_k+1}\,a_{\mathbf n+\mathbf e_k}+\sqrt{n_k}\,a_{\mathbf n-\mathbf e_k}\right).$$
Start from $a_{\mathbf0}=1$ and try $a_{\mathbf n}=a_{\mathbf0}\prod_k\alpha_k^{n_k}/\sqrt{n_k!}$. The equation for $\mathbf n=\mathbf0$ and the terms proportional to $n_k$ require
$$\frac{d\ln a_{\mathbf0}}{dx}=-i\sum_kr_k\sqrt{s_k}\,\alpha_k,\qquad \frac{d\alpha_k}{dx}=-r_k\alpha_k-ir_k\sqrt{s_k}.$$
Hence $\alpha_k=-i\sqrt{s_k}\,u_k$ with $u_k=1-e^{-r_kx}$, and $a_{\mathbf0}=e^{-G}$ with
$$G=\sum_ks_k(r_kx-u_k).$$
The squares at level $n$ sum by the multinomial theorem:
$$w_n=\sum_{|\mathbf n|=n}|a_{\mathbf n}|^2=e^{-2G}\frac{m^n}{n!},\qquad m=\sum_ks_ku_k^2.$$
The shape in $n$ is Poisson, with mean $m$, but the normalisation is not. For a single term, $x=-\ln(1-u)=\sum_{j\ge1}u^j/j$, so the total weight is
$$\sum_nw_n=e^{-2s(x-u)+su^2}=\exp\left(-2s\sum_{j\ge3}\frac{u^j}{j}\right).$$

At high temperature $R_0\approx2\lambda k_BT$ and
$$s\approx\frac{2\lambda k_BT}{(\hbar\gamma)^2}.$$
This is the squared phase produced by a typical bath energy acting for one memory time. It is tempting to let $u\to1$ and demand a depth beyond a Poisson law of mean $s$. But if $s$ is large, the coherence has died long before $u$ reaches 1.

## How truncation error returns to the system

The error in $a_{\mathbf0}$ needs more care than the size of the first omitted level. Let $b_{\mathbf n}$ solve the chain cut at $L$, and let $e=a-b$. The cut removes a source from each equation at level $L$:
$$F_{\mathbf n}=-i\sum_kr_k\sqrt{s_k(n_k+1)}\,a_{\mathbf n+\mathbf e_k}=-\varphi a_{\mathbf n},\qquad \varphi=\sum_kr_ks_ku_k.$$
Define $\|f\|^2=\int_0^\infty dx\sum_{|\mathbf n|=L}|f_{\mathbf n}(x)|^2$. The chain matrix is complex symmetric, so its propagator from level $L$ to $\mathbf0$ equals that from $\mathbf0$ to level $L$, which is $b_{\mathbf n}$. Cauchy–Schwarz gives
$$|e_{\mathbf0}(x)|=\left|\int_0^xdx'\sum_{|\mathbf n|=L}b_{\mathbf n}(x-x')F_{\mathbf n}(x')\right|\le\|F\|\,\|b_L\|.$$
To remove the unknown $b$, multiply the error equation by $e^*$ and take the real part. The links are $-i$ times a real symmetric matrix and cancel, leaving
$$\frac{d}{dx}\sum_{\mathbf n}|e_{\mathbf n}|^2=-2\sum_{\mathbf n,k}n_kr_k|e_{\mathbf n}|^2+2\,\mathrm{Re}\sum_{|\mathbf n|=L}e_{\mathbf n}^*F_{\mathbf n}.$$
The error starts at zero and its final norm is non-negative. Since every $r_k\ge1$, integration gives $L\|e_L\|^2\le\|e_L\|\|F\|$, or $\|e_L\|\le\|F\|/L$. With $b=a-e$,
$$|e_{\mathbf0}|\le\|F\|\left(\|a_L\|+\frac{\|F\|}{L}\right).$$
This bound is relative to the initial coherence. It is quadratic in the scaled amplitudes: an error must climb to the edge and come back. The weight $w_n$, rather than its square root, therefore sets the depth.

## Slow and fast baths

For a slow bath, $s\gg1$, the important $u$ is small and the total weight is about $e^{-2su^3/3}$. Level $n$ is most populated near $n=su^2$. Substituting $u=\sqrt{n/s}$ and setting the weight equal to the tolerance $\varepsilon$,
$$\frac23\frac{n^{3/2}}{s^{1/2}}=\ln\frac1\varepsilon .$$
Solving for $n$ gives the depth
$$L\approx s^{1/3}\left(\frac32\ln\frac1\varepsilon\right)^{2/3}\approx\left[\frac94\ln^2\!\left(\frac1\varepsilon\right)\frac{2\lambda k_BT}{(\hbar\gamma)^2}\right]^{1/3}.$$
Prefactors outside the exponential were dropped. In the rigorous bound they are not constant: the term $\|F\|^2/L$ carries a factor growing as $s^{1/3}$, so at this depth the bound is about $2.5\varepsilon$, $11\varepsilon$ and $50\varepsilon$ for $s=10^3$, $10^5$ and $10^7$ with $\varepsilon=10^{-3}$. The bound therefore guarantees the law only up to a term $\frac13\ln s$ plus a constant added to $\ln(1/\varepsilon)$; the law as written is an estimate from the weights, tested below on the truncated chain. The depth grows as $(\lambda k_BT)^{1/3}\gamma^{-2/3}$, and at fixed $K$ with $L\gg K(K+1)/2$ the number of operators grows as $\gamma^{-2K/3}$. The truncated chain itself needs 47 levels at $s=1000$ and 95 at $s=8000$ for $\varepsilon=10^{-3}$. The law gives 47.5 and 95.1.

The derivation needs $u=[\frac32\ln(1/\varepsilon)/s]^{1/3}\ll1$. For $\varepsilon=10^{-3}$ this means $s\gg10$. There is, however, a cancellation at the next order. The quartic term in the total weight lowers the exponent by $su^4/2$. Allowing the Poisson mean to lie slightly below $n$ changes the exponent by $u\,\delta-\delta^2/(2n)$ for a shift $\delta$. Its maximum, at $\delta=nu$, is $nu^2/2=su^4/2$, which restores the loss. I conjecture that this is why the law remains useful at moderate $s$.

For a fast bath, $s\ll1$, the coherence outlives the memory and $u\to1$. For one term,
$$\|a_L\|^2\approx\frac{s^L}{L!}\int_0^\infty e^{-2sx}dx=\frac{s^{L-1}}{2L!},\qquad\|F\|\approx s\|a_L\|.$$
The bound becomes $s^L/(2L!)$ to leading order. A few levels suffice, and the cube-root law does not apply.

## Populations and tunnelling

For populations the commutator vanishes and the anticommutator gives $\pm1$. With $H_S=0$, the same product form holds with
$$\dot\alpha_0=-\gamma\alpha_0\pm\frac{I_0}{\hbar\sqrt{R_0}},\qquad I_0=-\lambda\hbar\gamma,$$
so $\alpha_0=\mp\lambda u_0/\sqrt{R_0}$. Relative to the squared population, level $n$ has weight $(s_{\rm pop}u_0^2)^n/n!$, where
$$s_{\rm pop}=\frac{\lambda^2}{R_0}\approx\frac{\lambda}{2k_BT}.$$
No decaying factor protects these levels. They describe the bath's displacement towards the occupied state. In pure dephasing they do not act back on the system, but with tunnelling they do. A heuristic second criterion is $s_{\rm pop}^{L+1}/(L+1)!\le\varepsilon$. It is not derived from an error estimate, and for large $s_{\rm pop}$ it can overshoot badly. If $\lambda\gg k_BT$, the cube-root law alone is unsafe. For example, take $\lambda=20k_BT$, $\hbar\gamma=2k_BT$, one exponential with the white-noise term, $H_S=(k_BT/2)\sigma_x$ and $\varepsilon=10^{-3}$. Starting in an eigenstate of $Q$ and running to $t=20$ or $40\,\hbar/k_BT$, convergence needs 16 levels (14 up to $t=5\,\hbar/k_BT$; 13 when starting from the equal superposition), while the law gives 8.8 and this criterion 46. These depths converge the one-exponential model only; at this coupling a second exponential shifts the density matrix by several times $10^{-2}$, far above $\varepsilon$.

Tunnelling also recreates coherence continually. Each newly made portion follows approximately the transient profile above, so old portions do not build up a stationary Poisson law of mean $s$. This is a heuristic argument, not a bound: tunnelling acts at every level and mixes coherences with populations. The depth must then be checked by convergence.

## A worked case

Take round model parameters $\lambda=3.00\times10^{-21}$ J, $T=300$ K, $\gamma=2.00\times10^{13}\ \mathrm{s^{-1}}$ and $\varepsilon=10^{-3}$. Then $k_BT=4.142\times10^{-21}$ J and $\hbar\gamma=2.109\times10^{-21}$ J. Their ratio, $\hbar\gamma/k_BT=0.509$, is well below $\pi$. The high-temperature estimate is
$$s\approx\frac{2(3.00)(4.142)}{(2.109)^2}=5.59,$$
while the full cotangent gives $s_0=5.47$. The law gives
$$L\approx(5.47)^{1/3}(1.5\times6.91)^{2/3}=1.76\times4.75\approx8.4 .$$
Here $s$ is below the formal range of the derivation, so the rigorous bound is the safer guide. With $K=2$ it guarantees $L=8$, with a bound of $8.9\times10^{-4}$; the actual largest dephasing error is $7.8\times10^{-4}$. The population mean is 0.370, close to $\lambda/2k_BT=0.362$, and its criterion asks for 3 levels.

The second exponential has $s_1=0.006$. It hardly changes the Poisson mean, but it raises the count at $L=8$ from 9 to $\binom{10}{2}=45$, of which 44 are auxiliary. For $K=4$ and $K=8$ at this same depth the counts are 495 and 12,870. Extra exponentials can therefore dominate the cost even when they add almost nothing to the depth.

The weights show the mechanism. At $\gamma t=0.8$ the mean is $m=1.66$, and levels 0, 2, 4 and 8 carry 0.059, 0.082, 0.019 and $8.6\times10^{-5}$. The ratio of the second to the first is $m^2/2=1.38$, as a Poisson law requires. Yet the total weight for one term has already fallen to 0.34. As a check on the bath decomposition, an initial coherence of 0.5 falls by $\gamma t=0.7$ to 0.1578 in the hierarchy and 0.1580 by direct frequency integration.

Now vary the bath rate with one exponential. The tunnelling runs use $H_S=(\Delta/2)\sigma_x$ with $\Delta=2.00\times10^{-21}$ J, start in one eigenstate of $Q$, and cover 1 ps. Their error is the largest deviation of any density-matrix element from a much deeper hierarchy with the same single exponential. These runs include the white-noise term. The bound and dephasing columns omit it and measure the error relative to the initial coherence, so the columns are not strictly like for like.

| $\gamma$ ($10^{13}\ \mathrm{s^{-1}}$) | $s$ | law | bound | dephasing | tunnelling |
|---:|---:|---:|---:|---:|---:|
| 1 | 22.2 | 13.4 | 14 | 13 | 12 |
| 2 | 5.47 | 8.4 | 9 | 8 | 7 |
| 4 | 1.27 | 5.2 | 5 | 5 | 5 |

Halving $\gamma$ from $2$ to $1\times10^{13}\ \mathrm{s^{-1}}$ multiplies $s$ by about 4 but the law's depth by only about $4^{1/3}=1.6$. A stationary Poisson law of mean $s$, cut where its tail falls to $\varepsilon$, would ask for 38, 14 and 6 levels in the three rows. The excess is large for the slow bath and nearly gone for the fast one. At the bound depth the tunnelling errors lie between about $0.8\times10^{-4}$ and $1.9\times10^{-4}$, below the tolerance in these three cases. This is truncation error only: treating the first Matsubara term as a second exponential instead of white noise shifts the density matrix by about $5\times10^{-4}$, $1.1\times10^{-3}$ and $2.5\times10^{-3}$ in the three rows, so one exponential does not reach $\varepsilon$ in the last two.

At $\gamma=2\times10^{13}\ \mathrm{s^{-1}}$ the bound asks for 9 levels with one exponential but 8 with two. The weight of level 8 peaks where $2s_0u_0^2=16(1-u_0)$, that is at $u_0\approx0.68$, $\gamma t\approx1.15$. There the second exponential adds about $2\times0.006\times(12.3\times1.15-1)\approx0.16$ to $2G$, which lowers the weights by some 15%. It also raises $m^8$ by about $8\times0.006/2.5\approx2\%$ and $\varphi$ by about $0.074/3.7\approx2\%$, so the net reduction of the bound is roughly 11% by this estimate, and 12% when both bounds are evaluated in full. The two-term bound at $L=8$ lies 11% below the tolerance, so the one-term bound at $L=8$ sits almost exactly at the tolerance; its value is $1.01\times10^{-3}$, just above. The change of depth is an accident of this threshold.

These depths concern truncation alone. The number of exponentials must be converged separately, particularly on cooling, when the rates $\nu_k$ fall and the white-noise replacement loses its separation of time scales. The remaining values are in the numerical output.

## Calculated quantities

```
reorganisation energy = 3.000e-21 J
temperature = 300.0 K
thermal energy kT = 4.1419e-21 J
bath rate = 2.000e+13 s^-1
hbar*gamma = 2.1091e-21 J
hbar*gamma/kT = 0.5092 (no unit)
tolerance eps = 1.0e-03 (no unit)
s from high-temperature formula = 5.5865 (no unit)
s_0 Drude term = 5.4653 (no unit)
s_1 first Matsubara term = 0.00599 (no unit)
first Matsubara rate / gamma = 12.339 (no unit)
white-noise remainder rate / gamma = 0.0474 (no unit)
population mean s_pop = 0.3702 (no unit)
high-temperature lam/(2kT) = 0.3621 (no unit)
cube-root law depth = 8.37 levels
guaranteed depth, K=2 = 8 levels
actual dephasing depth, K=2 = 8 levels
population depth = 3 levels
error bound at guaranteed depth = 8.914e-04
actual error at guaranteed depth = 7.750e-04
at gamma*t = 0.8: Poisson mean m = 1.6633 (no unit)
  total weight, one term = 0.3437 (no unit)
  weight of level 0 = 5.892e-02 (no unit)
  weight of level 2 = 8.150e-02 (no unit)
  weight of level 4 = 1.879e-02 (no unit)
  weight of level 8 = 8.560e-05 (no unit)
coherence at gamma*t=0.7, hierarchy = 0.15780
coherence at gamma*t=0.7, quadrature = 0.15799
operators at L=8, K=1: 9
operators at L=8, K=2: 45
operators at L=8, K=4: 495
operators at L=8, K=8: 12870
tunnelling energy = 2.000e-21 J, window = 1.0e-12 s
Depths in levels for one term (K=1):
gamma=1.0e+13 s^-1: s=22.225, law=13.36, bound=14
  dephasing=13, tunnelling=12, stationary Poisson=38
  tunnelling error at bound depth = 1.07e-04
gamma=2.0e+13 s^-1: s=5.465, law=8.37, bound=9
  dephasing=8, tunnelling=7, stationary Poisson=14
  tunnelling error at bound depth = 7.72e-05
gamma=4.0e+13 s^-1: s=1.274, law=5.15, bound=5
  dephasing=5, tunnelling=5, stationary Poisson=6
  tunnelling error at bound depth = 1.94e-04
slow bath s=1000: law=47.53, actual=47 levels
slow bath s=8000: law=95.06, actual=95 levels
```
